\section*{In-plane masses of heavy and light holes in a (001) well}

\section{What symmetry fixes}

The valence-band top of a cubic semiconductor such as germanium is built from three orbitals $X,Y,Z$ that transform like the coordinates under the tetrahedral operations about an atomic site. (Under the inversion of the diamond lattice they are even, like $yz,zx,xy$; the argument below needs only the site operations.) Count hole energy upward from the band edge. To second order in the wave vector, the energy matrix has the form
\begin{equation}
H_{ab}=c\sum_{ij}D^{ab}_{ij}k_ik_j,\qquad c=\frac{\hbar^2}{2m_0},
\end{equation}
where $a,b$ run over the orbitals. The factor $c$ carries the dimensions, so the $D$'s are pure numbers, and every inverse mass is a pure number divided by $m_0$.

Consider $T_{ab}=\sum_iD^{ab}_{ii}$, the sum over three perpendicular directions of motion. This sum does not depend on how the three directions are turned, so the matrix $T$ commutes with every cubic operation on the orbitals. The three orbitals form one irreducible set, and a matrix that commutes with all operations on such a set is a multiple of the unit matrix, $T=t\,\mathbb 1$.

Now take a state with definite angular momentum $J_z$ about $z=[001]$. A quarter turn about $z$ (combined, if the crystal requires it, with inversion or a translation) only multiplies it by a phase, so its $x$ and $y$ masses are equal. Its expectation energy therefore has two masses, tied by
\begin{equation}
\frac{2}{m_\parallel}+\frac{1}{m_z}=\frac{t}{m_0},
\label{sum}
\end{equation}
with the same $t$ for every such state, as long as spin--orbit coupling leaves the $D$'s unchanged. The rule holds in any case within the $J=3/2$ set used below, which is itself irreducible. The split-off state of real germanium lies farther from the conduction band and has a smaller sum, about $32$ against $40$ with the conduction-band parameters given at the end. Of two states, the one that is heavier along $z$ is lighter in the plane.

\section{The counter-example: germanium}

The claim to be refuted is that a hole called heavy is heavy in every direction. Symmetry restricts $H$ further. Half turns about the cubic axes reverse the signs of two orbitals and of the matching two components of $\mathbf k$. They leave only squares $k_i^2$ on the diagonal and only $k_xk_y$ between $X$ and $Y$. Exchanging $y$ and $z$ makes the $k_y^2$ and $k_z^2$ terms of $X$ equal. Thus
\begin{equation}
H_{XX}=c\,[A k_x^2+B(k_y^2+k_z^2)],\qquad H_{XY}=6\gamma_3c\,k_xk_y,
\label{orb}
\end{equation}
and cyclically. The Luttinger parameters are these three constants in other combinations: $A=\gamma_1+4\gamma_2$ and $B=\gamma_1-2\gamma_2$.

With the rough germanium values $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, one finds $A=30.2$ and $B=5.0$. An orbital is light for motion along its lobes and heavy across them.

Spin--orbit coupling selects the states with $J=3/2$ as the band top. The state of largest $J_z$ has orbital part $-(X+iY)/\sqrt2$ and spin up. Applying $J_-=L_-+S_-$ and normalizing gives the next one:
\begin{align}
|\tfrac32\rangle&=-\tfrac1{\sqrt2}(X+iY)\uparrow,\\
|\tfrac12\rangle&=\sqrt{\tfrac23}\,Z\uparrow-\tfrac1{\sqrt6}(X+iY)\downarrow .
\end{align}
The first is half $X$ and half $Y$, with no $Z$. For motion along $z$ both orbitals move across their lobes, so the coefficient is $B=5.0$ and $m_z=m_0/5.0=0.200\,m_0$. For motion along $x$, half of the state moves along its lobe:
\begin{equation}
\frac{m_0}{m_\parallel}=\frac{30.2+5.0}{2}=17.6,\qquad m_\parallel=0.0568\,m_0 .
\end{equation}
The $XY$ element does not contribute, because it enters as $\tfrac12(iH_{XY}-iH_{YX})=0$.

The second state has weights $\tfrac16,\tfrac16,\tfrac23$ on $X,Y,Z$. Along $x$ its coefficient is $\tfrac16(30.2)+\tfrac56(5.0)=9.2$, so $m_\parallel=0.1087\,m_0$. Along $z$ it is $\tfrac23(30.2)+\tfrac13(5.0)=21.8$, so $m_z=0.0459\,m_0$. The ``heavy'' hole is lighter in the plane by a factor $1.91$. Both states obey (\ref{sum}): $2(17.6)+5.0=2(9.2)+21.8=40.2$.

\subsection*{Why the bulk heavy band does not contradict this}

In unstrained bulk germanium the same parameters give the heavy band a mass of $0.200\,m_0$ along $[100]$ as well as along $[001]$, and $0.500\,m_0$ along $[111]$. That band really is the heavier one in every direction, but it is not one fixed state. For $\mathbf k$ along $x$, the energy is diagonal in $J_x$, and the heavy states are $J_x=\pm\tfrac32$.

The well state keeps $J_z=\tfrac32$. Let $w$ be its total weight on $J_x=\pm\tfrac32$. Axial symmetry gives $\langle J_x^2\rangle=\tfrac12(\tfrac{15}4-\tfrac94)=\tfrac34$, so
\begin{equation}
\tfrac94w+\tfrac14(1-w)=\tfrac34\quad\Rightarrow\quad w=\tfrac14 .
\end{equation}
For motion along $x$ the state is one quarter heavy and three quarters light: $\tfrac14(5.0)+\tfrac34(21.8)=17.6$, as before. The name refers to motion along the axis of the angular momentum. In bulk that axis turns with $\mathbf k$, exactly for $\mathbf k$ along $[100]$ or $[111]$ and approximately in between; in the well, confinement and strain hold it along $z$.

\section{The general statement and its proof}

Let a (001) layer have any confining potential $V(z)$ that is the same for all orbitals, and uniform band parameters. Call the $J_z=\pm\tfrac32$ subbands HH and the $J_z=\pm\tfrac12$ subbands LH. \emph{If all matrix elements between different $J_z$ are dropped}, then
\begin{equation}
\begin{aligned}
\text{HH:}\quad& \frac{m_0}{m_z}=\gamma_1-2\gamma_2,&\frac{m_0}{m_\parallel}&=\gamma_1+\gamma_2,\\
\text{LH:}\quad& \frac{m_0}{m_z}=\gamma_1+2\gamma_2,&\frac{m_0}{m_\parallel}&=\gamma_1-\gamma_2 .
\end{aligned}
\label{masses}
\end{equation}
With all four positive, $m_\parallel(\mathrm{HH})<m_\parallel(\mathrm{LH})$ if and only if $\gamma_2>0$.

\emph{Proof.} Average (\ref{orb}) with the orbital weights, writing $k^2=k_x^2+k_y^2$:
\begin{align}
\tfrac12(H_{XX}+H_{YY})&=c\left[\tfrac{A+B}2k^2+Bk_z^2\right],\\
\tfrac16(H_{XX}+H_{YY})+\tfrac23H_{ZZ}&=c\left[\tfrac{A+5B}6k^2+\tfrac{2A+B}3k_z^2\right].
\end{align}
Inserting $A$ and $B$ gives
\begin{equation}
\tfrac{A+B}2=\gamma_1+\gamma_2,\quad \tfrac{A+5B}6=\gamma_1-\gamma_2,\quad \tfrac{2A+B}3=\gamma_1+2\gamma_2 .
\end{equation}
The states with $-J_z$ follow by time reversal. In the well, $k_z$ becomes $-i\,d/dz$. Since $k^2$ enters each diagonal element as an added constant, the energy is $E_n+c(m_0/m_\parallel)k^2$. The in-plane mass is then the same for every subband of one kind, whatever the shape of $V(z)$. The two in-plane coefficients differ by $2\gamma_2$, which proves the condition. $\square$

\subsection*{A case where dropping the coupling is justified}

Biaxial strain $\varepsilon_\parallel$ shifts the hole energies of $X$ and $Y$ by $-\delta$ and that of $Z$ by $+2\delta$, apart from a common shift. Here $\delta=b(\varepsilon_\parallel-\varepsilon_{zz})$, and $b$ is the deformation potential. The HH edge moves by $-\delta$ and the LH edge by $\tfrac13(-\delta)+\tfrac23(2\delta)=+\delta$. The free surface requires $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel=0$, so
\begin{equation}
2\delta=2b\,\varepsilon_\parallel\left(1+\frac{2C_{12}}{C_{11}}\right).
\end{equation}

Take a strained layer without confinement, at $k_z=0$. The $XZ$ and $YZ$ elements vanish there, so the remaining coupling between HH and LH is of order $ck^2$. Across the gap $2\delta$ it shifts the energies by order $(ck^2)^2/2\delta$, which does not affect the curvature at $k=0$. The in-plane masses (\ref{masses}) are then the true band-edge masses of the four-band model.

The split-off band, left out of that model, does not change the HH value, since its coupling to HH is also of order $k^2$. Strain does mix it into the LH state at $k=0$. For the layer treated below this lowers the LH mass from $0.109$ to $0.089\,m_0$, still above the HH value.

\section{What mixing does in a well}

In a well, $k_z$ is an operator and cannot be set to zero. The spin-up parts of $|\tfrac32\rangle$ and $|\tfrac12\rangle$ give
\begin{equation}
\langle\tfrac32|H|\tfrac12\rangle=-\tfrac1{\sqrt3}(H_{XZ}-iH_{YZ})=-2\sqrt3\,\gamma_3c\,(k_x-ik_y)k_z .
\end{equation}
This is linear in the in-plane wave vector, so in second order it changes the mass itself. The other candidates do not compete. The coupling of $|\tfrac32\rangle$ to $|{-\tfrac12}\rangle=\sqrt{2/3}\,Z\downarrow+(X-iY)\uparrow/\sqrt6$ is quadratic in $k$. In the coupling of $|\tfrac12\rangle$ to $|{-\tfrac12}\rangle$, the two spin parts give $\tfrac13(H_{ZX}-iH_{ZY})-\tfrac13(H_{XZ}-iH_{YZ})=0$.

For hard walls a distance $L$ apart, the envelopes are $\sqrt{2/L}\,\sin(n\pi z/L)$, and
\begin{align}
|\langle1|k_z|m\rangle|&=\frac{2\pi m}{L^2}\left|\int_0^L\!\sin\frac{\pi z}L\cos\frac{m\pi z}L\,dz\right|\nonumber\\
&=\frac{2\pi m}{L^2}\,\frac L\pi\,\frac2{m^2-1}=\frac{4m}{L(m^2-1)}
\end{align}
for even $m$, and zero for odd $m$. The second-order energy is minus the squared coupling divided by (partner minus state). Dividing by $ck^2$,
\begin{equation}
\frac{m_0}{m_\parallel}\bigg|_{\mathrm{HH1}}=\gamma_1+\gamma_2-12\gamma_3^2c\sum_{m\ \mathrm{even}}\frac{|\langle1|k_z|m\rangle|^2}{E_{\mathrm{LH}m}-E_{\mathrm{HH1}}} .
\label{pert}
\end{equation}
For LH1, exchange HH and LH in the sum and start from $\gamma_1-\gamma_2$. The formula requires that no coupled partner lie close in energy.

\emph{Without strain} the numerator and the denominator both scale as $1/L^2$. The correction is then independent of the width: making a hard-wall well narrower does not remove it, although the subbands move apart.

\emph{With large compressive splitting} it disappears for HH1. Each denominator exceeds $2\delta$, and completeness gives $\sum_m|\langle1|k_z|m\rangle|^2=(\pi/L)^2$, so the reduction of $m_0/m_\parallel$ is less than $12\gamma_3^2c(\pi/L)^2/2\delta$. For large tensile splitting LH1 is lowest and, within the four-band model, also tends to its own diagonal mass, but slowly, and its $m=2$ denominator lies slightly below the splitting (by $7$ meV for $L=10$ nm). In a $10$ nm well its inverse mass is $-10$ at a splitting of $64$ meV, $5.2$ at $300$ meV and $7.9$ at $1$ eV, against the diagonal $9.2$. Under compression no such bound holds for LH1, because HH subbands lie below it and can come close to it; its mass approaches the diagonal value only slowly, at splittings far beyond real strains, and with resonances on the way.

\section{A compressed germanium channel}

Take a germanium layer with $L=10$ nm and $\varepsilon_\parallel=-0.8\,\%$, and rough values $b=-2300$ meV and $C_{12}/C_{11}=0.37$. The strain splitting is
\begin{equation}
2\delta=2(-2300)(-0.008)(1.74)\ \mathrm{meV}=64\ \mathrm{meV}.
\end{equation}
With $c=38.10$ meV\,nm$^2$, the hard-wall energies $c(m_0/m_z)(n\pi/L)^2$, plus $2\delta$ for LH, are $18.8$ meV (HH1), $75.2$ meV (HH2), $146.0$ meV (LH1) and $391.9$ meV (LH2), measured from the HH edge.

The strongest coupling is to $m=2$, where $|\langle1|k_z|2\rangle|=8/(3L)=0.267\ \mathrm{nm}^{-1}$ and
\begin{equation}
12\gamma_3^2c\,|\langle1|k_z|2\rangle|^2=12(32.49)(38.10)(0.0711)\ \mathrm{meV}\approx1056\ \mathrm{meV}.
\end{equation}
For HH1 this contributes $-1056/(391.9-18.8)=-2.83$. For LH1 it contributes $-1056/(75.2-146.0)=+14.9$, positive because HH2 lies below LH1 and pushes it upward. With all $m$ included, $m_0/m_\parallel$ becomes $14.6$ for HH1 and $22.8$ for LH1. The masses are $0.0685$ and $0.0438\,m_0$, so \emph{the order is reversed}.

Diagonalization of the coupled four-band well agrees with (\ref{pert}) and its LH1 counterpart to within $0.3\,\%$ of the inverse masses. When HH2 is removed from that diagonalization, the LH1 value falls from $22.8$ to $7.9$, below even the diagonal $9.2$. HH2 is therefore the cause of the light LH1 mass.

The bound on the HH1 correction gives $12(32.49)(38.10)(0.0987)/64\approx23$, more than $\gamma_1+\gamma_2$ itself. The bound is crude here because it ignores the confinement energy in the denominators: the smallest true denominator, $373$ meV, gives $3.9$, against an actual reduction of $3.0$. Without strain the reduction would be $3.6$, so this strain is far from giving the uncoupled limit. Nor is the crossing of the uncoupled HH1 and LH1 parabolas a useful criterion. It lies at
\begin{equation}
k=\sqrt{\frac{146.0-18.8}{2(4.2)(38.10)}}\ \mathrm{nm}^{-1}=0.63\ \mathrm{nm}^{-1},
\end{equation}
$267$ meV above the HH1 edge, yet mixing already changes the curvature at $k=0$.

Further effects were added in turn, with these band-edge masses:
\begin{center}
\begin{tabular}{lcc}
Model & HH1 ($m_0$) & LH1 ($m_0$)\\
diagonal & 0.057 & 0.109\\
four bands, hard walls & 0.068 & 0.044\\
with split-off band & 0.069 & 0.045\\
with finite barriers & 0.077 & 0.073\\
with gate field & 0.077 & 0.073
\end{tabular}
\end{center}
The split-off energy is $290$ meV, and the barriers stand $150$ meV above the HH edge. The gate field is the mean value $ep/2\epsilon=0.028$ MV/cm for a hole density $p=5\times10^{11}$ cm$^{-2}$ and relative permittivity $16$. It drops $28$ mV across the well. This field splits the two spin states of LH1 linearly in $k$, by about $5$ meV\,nm times $k$, so the last row gives the curvature of their mean energy. In the last model LH1 is still lighter than HH1, by about $6\,\%$. The finite-barrier masses are uncertain by one unit in the last digit shown, and the difference is no larger than the conduction-band shifts given at the end, so the model does not settle the order in a real layer. What survives at every level is that HH1 is much lighter in the plane than its $m_z=0.200\,m_0$.

Away from the band edge HH1 becomes heavier. If all holes were in HH1 at zero temperature, then $k_F=\sqrt{2\pi p}=0.177$ nm$^{-1}$. Let $E$ be the mean energy of the two spin states, which the gate field splits at $k\neq0$. The mass defined by $\hbar^2k_F^2/2[E(k_F)-E(0)]$ in the last model is $0.087\,m_0$ along $[100]$ and $0.095\,m_0$ along $[110]$, which is $53\,\%$ and $68\,\%$ above the diagonal value. This $k_F$ assumes a circular contour. The warped contour holding the same density reaches $0.172$ nm$^{-1}$ along $[100]$ and $0.183$ nm$^{-1}$ along $[110]$, where the masses are $0.086$ and $0.097\,m_0$.

At $300$ K, $k_BT=25.9$ meV, while the next subbands of the last model lie $38$ meV (HH), $69$ meV (LH) and $94$ meV (HH) above HH1. Filling these levels with diagonal in-plane masses puts about $67\,\%$ of the holes in HH1 and $11\,\%$ in LH. These shares inherit the diagonal masses. With the coupled dispersion HH2 is heavy, about $0.45\,m_0$ at its edge; HH1 then holds about $62\,\%$ of the holes ($63\,\%$ with barriers $8$ nm thick, $61\,\%$ with $20$ nm, as barrier states fill), the second subband about $27\,\%$, and the occupied states have about $28\,\%$ LH character. No single mass describes the whole population.

Compressed germanium on a relaxed silicon--germanium buffer is a real type of p-channel, and the width and strain used here are in its regime. The density is low for a transistor that is fully on. Since $k_F\propto\sqrt p$, ten times the density would give $0.56$ nm$^{-1}$ under the same one-subband assumption, where a band-edge mass is of little use. At that density the assumption itself fails: HH1 at this $k$ lies above the HH2 edge, and the mean gate field would drop about $280$ mV across the well, more than the barrier height. An assumption that such a channel clearly breaks is the absence of mixing, which moves the energy-averaged HH1 mass defined above from $0.057$ to roughly $0.09$--$0.10\,m_0$ at the density used. The velocity mass $\hbar^2k_F/(dE/dk)$ is larger still, $0.098\,m_0$ along $[100]$ and $0.121\,m_0$ along $[110]$.

Still left out are the different band parameters of the barriers, self-consistent band bending and the coupling to the conduction band beyond the second-order part already contained in the Luttinger parameters. The last omission shifts the masses by $3$ to $8$ percent. Add a conduction band to the finite-barrier model, with a rough direct gap of $800$ meV and a Kane energy of $29.3$ times the gap. The HH1 and LH1 masses become $0.074$ and $0.076\,m_0$ if the gap is unchanged, and both become $0.079\,m_0$ if compression opens the gap in the well by $90$ meV. Scattering is also absent, so a ratio of these masses is not a ratio of mobilities.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough germanium values, chosen channel)
Luttinger g1, g2, g3: 13.4, 4.2, 5.7
split-off energy: 290 meV
deformation potential b: -2300 meV
C12/C11: 0.37; relative permittivity: 16
direct gap: 800 meV
barrier above HH edge: 150 meV
well width: 10 nm; in-plane strain: -0.8 %
hole density: 5.0e+11 cm^-2; temperature: 300 K
hbar^2/(2 m0): 38.10 meV nm^2
DIAGONAL MODEL (masses in m0)
HH: m_z = 0.2000, m_plane = 0.0568
LH: m_z = 0.0459, m_plane = 0.1087
in-plane mass ratio LH/HH: 1.913
heavy-band weight of Jz=3/2 for k along x: 0.250
BULK, NO STRAIN (masses in m0: heavy, light)
k along [100]: 0.2000, 0.0459
k along [001]: 0.2000, 0.0459
k along [110]: 0.3744, 0.0414
k along [111]: 0.5000, 0.0403
STRAINED LAYER AT kz = 0, 6 bands (m_plane in m0)
HH: 0.0568; LH: 0.0886
UNCOUPLED HARD-WALL SUBBANDS (from the HH edge of the well)
strain splitting of HH and LH edges: 64.0 meV
HH1: 18.8 meV
HH2: 75.2 meV
LH1: 146.0 meV
LH2: 391.9 meV
HH1 and LH1 parabolas cross at k = 0.630 nm^-1,
  267 meV above the HH1 edge
MIXING, 4 bands, hard walls: changes of m0/m_plane
HH1: diagonal 17.60, LH2 term -2.83, total 14.61
LH1: diagonal 9.20, HH2 term 14.92, total 22.83
LH1 with HH2 removed (diagonalized): 7.91
IN-PLANE MASS AT k = 0 (in m0: HH1, LH1)
4 bands, hard walls: 0.0685, 0.0438
6 bands, hard walls: 0.0686, 0.0451
6 bands, finite barriers: 0.0767, 0.0734
6 bands, barriers, gate field: 0.0773, 0.0727
OTHER NEGLECTED EFFECTS
mean gate field in well: 0.0283 MV/cm
potential drop across well: 28.3 mV
Fermi wave vector (T = 0, HH1 only): 0.177 nm^-1
Fermi energy, diagonal mass: 21.1 meV
HH1 mass from E(kF)-E(0), last model: [100] 0.0868 m0, [110] 0.0953 m0
thermal energy kT: 25.9 meV
bound edges above HH1, last model: HH 0.0, HH 37.8, LH 69.4, HH 93.9 meV
share of holes in HH1: 67.1 %, in LH subbands: 11.4 %
confinement energy / direct gap: HH1 0.024, LH1 0.102
\end{verbatim}
